# Why GIPAW Rebuilds Silicon p Waves, and Why with Two Projectors: test program

```python
# Result under test: with the gauge origin at the nucleus, the paramagnetic
# shielding of Si in silane comes mainly from L/r^3 inside a sphere r < rc.
# Norm-conserving pseudization of the Si 3p wave removes most of <r^-3>.
# One GIPAW projector restores it with an error linear in the energy distance
# from its reference; two projectors leave a second-order error.
# Symbols: u = r R(r) radial wave, l = 1; V all-electron potential;
# V_ps pseudopotential; sigma_p, sigma_d para- and diamagnetic shielding.
# Hartree atomic units; shielding in ppm.
from types import SimpleNamespace
import numpy as np
from scipy.constants import fine_structure
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import dft, gto

Z = 14


def make_grid(n, scale, r_max):
    """Legendre-Lobatto grid on [0, r_max], denser near the nucleus."""
    x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
    P = eval_legendre(n, x)
    dx = x[:, None] - x[None, :]
    np.fill_diagonal(dx, 1.0)
    D = P[:, None] / P[None, :] / dx
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    s = 2 * scale / r_max
    den = 1 - x + s
    r = scale * (1 + x) / den
    jac = scale * (2 + s) / den**2
    w = 2 / (n * (n + 1) * P**2) * jac
    D = D / jac[:, None]
    inv3 = np.concatenate(([0.0], r[1:]**-3))
    return SimpleNamespace(x=x, P=P, scale=scale, s=s, r=r, w=w, D=D,
                           inv3=inv3, K=0.5 * (D.T * w) @ D)


def interpolate(grid, values, r):
    x = (r * (1 + grid.s) - grid.scale) / (grid.scale + r)
    d = x[:, None] - grid.x[None, :]
    d[d == 0] = 1e-200
    k = 1 / grid.P[None, :] / d
    return (k @ values) / k.sum(axis=1)


# ---------- self-consistent silicon atom, LDA ----------
atom = make_grid(120, 1.5, 20.0)
ri, wi = atom.r[1:-1], atom.w[1:-1]
K_in = atom.K[1:-1, 1:-1]


def levels(l, V):
    H = K_in + np.diag(wi * (V + l * (l + 1) / (2 * ri**2)))
    sc = 1 / np.sqrt(wi)
    e, c = eigh(sc[:, None] * H * sc[None, :])
    return e, c * sc[:, None]


# solver check: hydrogen-like 3p has <r^-3> = Z^3/81
_, c_h = levels(1, -Z / ri)
assert abs(np.sum(wi * c_h[:, 1]**2 / ri**3) / (Z**3 / 81) - 1) < 1e-6

# G = r (V_Hartree + V_xc), so V = (G - Z)/r
G = Z * atom.r / (1 + atom.r)
for cycle in range(400):
    V_in = (G[1:-1] - Z) / ri
    e_s, c_s = levels(0, V_in)
    e_p, c_p = levels(1, V_in)
    n_r = 2 * np.sum(c_s[:, :3]**2, axis=1) + 6 * c_p[:, 0]**2 + 2 * c_p[:, 1]**2
    U = np.linalg.solve(2 * K_in, wi * n_r / ri - 2 * atom.K[1:-1, -1] * Z)
    rho = np.maximum(n_r / (4 * np.pi * ri**2), 1e-14)
    vxc = np.ravel(dft.libxc.eval_xc('lda,vwn', rho, spin=0, deriv=1)[1][0])
    G_new = np.concatenate(([0.0], U + ri * vxc, [Z + atom.r[-1] * vxc[-1]]))
    change = np.max(np.abs(G_new - G))
    if change < 1e-8:
        break
    G = G + 0.4 * (G_new - G)
assert change < 1e-8
e3p = e_p[1]
u3p = np.concatenate(([0.0], c_p[:, 1], [0.0]))
dG = atom.D @ G
r3_ae = np.sum(atom.w * u3p**2 * atom.inv3)
force = (Z - G[1:-1]) / ri**2 + dG[1:-1] / ri
force_ae = np.sum(wi * u3p[1:-1]**2 * force)
assert abs(force_ae / (2 * r3_ae) - 1) < 1e-4      # hypervirial relation


def r3_inside(radius):
    g = make_grid(50, 0.3 * radius, radius)
    return np.sum(g.w * interpolate(atom, u3p, g.r)**2 * g.inv3)


# ---------- waves in the sphere and pseudization ----------
def wave(sp, V, E):
    """Regular p wave at energy E, with value 1 at the sphere radius."""
    A = sp.K[1:, 1:] + np.diag(sp.w[1:] * (V[1:] + 1 / sp.r[1:]**2 - E))
    inner = np.linalg.solve(A[:-1, :-1], -A[:-1, -1])
    return np.concatenate(([0.0], inner, [1.0]))


def pseudize(rc):
    sp = make_grid(60, 0.5, rc)
    r = sp.r
    V = np.zeros_like(r)
    V[1:] = (interpolate(atom, G, r[1:]) - Z) / r[1:]
    u = wave(sp, V, e3p)
    slope = sp.D[-1] @ u
    g1 = slope - 2 / rc
    g2 = 2 / rc**2 + 2 * (V[-1] - e3p) - slope**2 + 2 / rc**2
    p1 = g1 * rc / 2
    p2 = (g2 - 2 * p1 / rc**2) * rc**2 / 4
    t = (r / rc)**2

    def pseudo(a):
        p = -2 * np.log(rc) + p1 * (t - 1) + p2 * (t - 1)**2 / 2 + a * (1 - t)**3
        return r**2 * np.exp(p)

    norm = np.sum(sp.w * u**2)
    a = brentq(lambda b: np.sum(sp.w * pseudo(b)**2) - norm, -30, 30, xtol=1e-13)
    pt = p1 + p2 * (t - 1) - 3 * a * (1 - t)**2
    ptt = p2 + 6 * a * (1 - t)
    V_ps = (e3p + 4 * pt / rc**2
            + 0.5 * (4 * t * ptt / rc**2 + 2 * pt / rc**2 + 4 * t * pt**2 / rc**2))
    amp2 = interpolate(atom, u3p, np.array([rc]))[0]**2
    in_ae = amp2 * np.sum(sp.w * u**2 * sp.inv3)
    in_ps = amp2 * np.sum(sp.w * pseudo(a)**2 * sp.inv3)
    return SimpleNamespace(sp=sp, V=V, V_ps=V_ps, u=u, ups=pseudo(a), norm=norm,
                           amp2=amp2, in_ae=in_ae, in_ps=in_ps,
                           r3_ps=r3_ae - in_ae + in_ps)


RC = 2.0
ps = pseudize(RC)
sp = ps.sp
assert abs(ps.in_ae / r3_inside(RC) - 1) < 1e-4
assert np.max(np.abs(wave(sp, ps.V_ps, e3p) - ps.ups)) < 1e-6
# hypervirial relation for the pseudo wave in its own potential
f_in = np.zeros_like(sp.r)
f_in[1:] = ((Z - interpolate(atom, G, sp.r[1:])) / sp.r[1:]**2
            + interpolate(atom, dG, sp.r[1:]) / sp.r[1:])
force_ps = force_ae + ps.amp2 * np.sum(
    sp.w * (ps.ups**2 * (sp.D @ ps.V_ps) - ps.u**2 * f_in))
assert abs(force_ps / (2 * ps.r3_ps) - 1) < 2e-3
assert ps.r3_ps < 0.5 * r3_ae


def logder(V, E):
    return sp.D[-1] @ wave(sp, V, E)


# norm conservation fixes the energy slope of the logarithmic derivative
slope_rule = -2 * ps.norm
for V_test in (ps.V, ps.V_ps):
    fd = (logder(V_test, e3p + 1e-3) - logder(V_test, e3p - 1e-3)) / 2e-3
    assert abs(fd / slope_rule - 1) < 1e-3


# ---------- GIPAW reconstruction of <3p| r^-3 |u_E> ----------
def reconstruct(E, references):
    phi = np.array([wave(sp, ps.V, e) for e in references])
    phis = np.array([wave(sp, ps.V_ps, e) for e in references])
    u_E, us_E = wave(sp, ps.V, E), wave(sp, ps.V_ps, E)
    wr = sp.w * sp.inv3
    cut = sp.w * (1 - (sp.r / RC)**2)**2
    coeff = np.linalg.solve((phis * cut) @ phis.T, (phis * cut) @ us_E)
    true = np.sum(wr * ps.u * u_E)
    bare = np.sum(wr * ps.ups * us_E)
    correction = phi @ (wr * phi[0]) - phis @ (wr * phis[0])
    return true, bare / true, (bare + coeff @ correction) / true


GAP2 = 0.5
table = []
for d in (0.1, 0.25, 0.4, 0.6):
    _, bare, one = reconstruct(e3p + d, [e3p])
    _, _, two = reconstruct(e3p + d, [e3p, e3p + GAP2])
    mismatch = logder(ps.V_ps, e3p + d) - logder(ps.V, e3p + d)
    table.append((d, bare, one, two, mismatch))
    assert abs(two - 1) < 0.5 * abs(one - 1)


def midpoint_errors(d):
    one = reconstruct(e3p + d / 2, [e3p])[2] - 1
    two = reconstruct(e3p + d / 2, [e3p, e3p + d])[2] - 1
    return np.array([one, two])


order_ratio = midpoint_errors(0.04) / midpoint_errors(0.02)
assert abs(order_ratio[0] - 2) < 0.2 and abs(order_ratio[1] - 4) < 0.4

# ---------- silane: paramagnetic shielding, gauge origin at Si ----------
BOND = 2.80
q = BOND / np.sqrt(3)
mol = gto.M(atom=[['Si', (0, 0, 0)], ['H', (q, q, q)], ['H', (q, -q, -q)],
                  ['H', (-q, q, -q)], ['H', (-q, -q, q)]], unit='Bohr',
            basis={'Si': 'unc-ccpvtz', 'H': 'ccpvdz'}, verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,vwn'
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
C, e = mf.mo_coeff, mf.mo_energy
nocc = mol.nelectron // 2
ppm = fine_structure**2 * 1e6


def directions(n):
    ct, wt = np.polynomial.legendre.leggauss(n)
    ph = 2 * np.pi * (np.arange(2 * n) + 0.5) / (2 * n)
    st = np.sqrt(1 - ct**2)
    vec = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                    np.outer(ct, np.ones(2 * n))], axis=-1).reshape(-1, 3)
    return vec, np.repeat(wt, 2 * n) * np.pi / n


def rotation_matrices(radii, weights, n):
    """AO matrices of x d/dy - y d/dx, without and with the factor 1/r^3."""
    vec, wa = directions(n)
    plain = np.zeros((mol.nao, mol.nao))
    cubic = np.zeros_like(plain)
    for k in range(0, len(radii), 8):
        rr, ww = radii[k:k + 8], weights[k:k + 8]
        xyz = (rr[:, None, None] * vec[None]).reshape(-1, 3)
        ao = dft.numint.eval_ao(mol, xyz, deriv=1)
        rot = xyz[:, :1] * ao[2] - xyz[:, 1:2] * ao[1]
        vol = np.outer(ww * rr**2, wa).ravel()
        r3 = np.repeat(rr**3, len(wa))
        plain += ao[0].T @ (vol[:, None] * rot)
        cubic += ao[0].T @ ((vol / r3)[:, None] * rot)
    return plain, cubic


L_in, M_in = rotation_matrices(sp.r[1:], sp.w[1:], 20)
xg, wg = np.polynomial.legendre.leggauss(50)
L_out, M_out = rotation_matrices(RC + 6 * (xg + 1), 6 * wg, 32)
L_an = mol.intor('int1e_cg_irxp', comp=3)
M_an = mol.intor('int1e_prinvxp', comp=3)
# align the library's sign convention with x d/dy - y d/dx
L_an = L_an * np.sign(np.sum(L_an[2] * (L_in + L_out)))
M_an = M_an * np.sign(np.sum(M_an[2] * (M_in + M_out)))
gap = e[nocc:, None] - e[None, :nocc]


def sigma_by_orbital(L_ao, M_ao):
    l_vo = C[:, nocc:].T @ L_ao @ C[:, :nocc]
    m_vo = C[:, nocc:].T @ M_ao @ C[:, :nocc]
    return -2 * ppm * np.sum(l_vo * m_vo / gap, axis=0)


sig_xyz = [sigma_by_orbital(L_an[k], M_an[k]).sum() for k in range(3)]
sig_orb = sigma_by_orbital(L_an[2], M_an[2])
sigma_p = sig_orb.sum()
sigma_in = sigma_by_orbital(L_an[2], M_in).sum()
sigma_quad = sigma_by_orbital(L_an[2], M_in + M_out).sum()
assert np.ptp(sig_xyz) < 1e-3 * abs(sigma_p)
assert abs(sigma_quad / sigma_p - 1) < 5e-3
assert sigma_in / sigma_p > 0.85

# finite magnetic field: diagonalize, then differentiate <L/r^3>
l_mo, m_mo = C.T @ L_an[2] @ C, C.T @ M_an[2] @ C


def density_in_field(B):
    vec = eigh(np.diag(e) - 0.5j * B * l_mo)[1][:, :nocc]
    return 2 * vec @ vec.conj().T


B = 1e-4
P_plus, P_minus = density_in_field(B), density_in_field(-B)
sigma_ff = ppm * np.trace((P_plus - P_minus) @ (-1j * m_mo)).real / (2 * B)
assert abs(sigma_ff / sigma_p - 1) < 1e-4
real_change = np.max(np.abs(P_plus.real - density_in_field(0.0).real))
assert real_change < 1e-2 * np.max(np.abs(P_plus.imag))

# diamagnetic term and its core part
rinv = np.diag(C.T @ mol.intor('int1e_rinv') @ C)[:nocc]
sigma_d, sigma_d_core = ppm * 2 / 3 * rinv.sum(), ppm * 2 / 3 * rinv[:5].sum()

# ---------- p channel of the first-order orbitals in the sphere ----------
top = slice(nocc - 3, nocc)
assert np.ptp(e[top]) < 1e-4
response = C[:, nocc:] @ (l_mo[nocc:, top] / gap[:, top])
vec, wa = directions(20)
Y = np.sqrt(3 / (4 * np.pi)) * vec * wa[:, None]
f_p, g_p = [], []
for radius in sp.r[1:]:
    ao = dft.numint.eval_ao(mol, radius * vec)
    f_p.append(radius * (ao @ C[:, top]).T @ Y)
    g_p.append(radius * (ao @ response).T @ Y)
f_p, g_p = np.array(f_p), np.array(g_p)
w_s, inv3_s = sp.w[1:], sp.inv3[1:]


def p_channel(g):
    cross = np.sum(g[:, :, 0] * f_p[:, :, 1] - g[:, :, 1] * f_p[:, :, 0], axis=1)
    return -2 * ppm * np.sum(w_s * inv3_s * cross)


def best_fit(waves):
    W = np.array(waves)[:, 1:].T
    flat = g_p.reshape(len(w_s), -1)
    fit = W @ np.linalg.solve(W.T @ (w_s[:, None] * W), W.T @ (w_s[:, None] * flat))
    rest = np.sqrt(np.sum(w_s[:, None] * (flat - fit)**2)
                   / np.sum(w_s[:, None] * flat**2))
    return rest, p_channel(fit.reshape(g_p.shape))


sigma_pp = p_channel(g_p)
assert abs(sigma_pp / sigma_in - 1) < 0.2
rest1, fit1 = best_fit([ps.u])
rest2, fit2 = best_fit([ps.u, wave(sp, ps.V, e3p + GAP2)])
assert rest2 < 0.5 * rest1
assert abs(fit2 - sigma_pp) < abs(fit1 - sigma_pp)

# ---------- output ----------
print(f"Si atom, LDA: 3p energy = {e3p:.5f} hartree")
print(f"all-electron 3p <r^-3> = {r3_ae:.4f} bohr^-3")
print(f"all-electron 3p <dV/dr> = {force_ae:.4f} hartree/bohr")
for radius in (0.2, 0.5, 1.0, 2.0):
    print(f"share of <r^-3> from r < {radius:.1f} bohr = "
          f"{100 * r3_inside(radius) / r3_ae:.2f} %")
for rc in (1.8, 2.0, 2.2):
    other = pseudize(rc)
    print(f"rc = {rc:.1f} bohr: pseudo <r^-3> = {other.r3_ps:.4f} bohr^-3, "
          f"removed = {100 * (1 - other.r3_ps / r3_ae):.2f} %")
print(f"main sphere radius rc = {RC:.1f} bohr")
print(f"3p charge inside rc, both waves = {ps.amp2 * ps.norm:.4f} electron")
print(f"in-sphere <r^-3>: all-electron = {ps.in_ae:.4f}, "
      f"pseudo = {ps.in_ps:.4f} bohr^-3")
print(f"pseudo 3p <dV_ps/dr> = {force_ps:.4f} hartree/bohr")
print(f"energy slope of u'/u at rc = {slope_rule:.4f} 1/(bohr hartree)")
print(f"second reference energy above 3p = {GAP2:.2f} hartree")
print("in-sphere <3p|r^-3|u_E> as % of the all-electron value:")
for d, bare, one, two, mismatch in table:
    print(f"E-e3p = {d:.2f} hartree: bare {100 * bare:.2f}, one projector "
          f"{100 * one:.2f}, two {100 * two:.2f} %")
    print(f"  pseudo minus all-electron u'/u at rc = {mismatch:.5f} 1/bohr")
print(f"error ratio on halving the energies: one projector {order_ratio[0]:.3f}, "
      f"two {order_ratio[1]:.3f}")
print(f"silane Si-H distance = {BOND:.2f} bohr, basis functions = {mol.nao}")
print(f"silane highest occupied level = {e[nocc - 1]:.4f} hartree")
print(f"silane lowest empty level = {e[nocc]:.4f} hartree")
print(f"sigma_p, sum over states = {sigma_p:.2f} ppm")
print(f"sigma_p, finite field = {sigma_ff:.2f} ppm")
print(f"sigma_p, full-space quadrature = {sigma_quad:.2f} ppm")
print(f"sigma_p from L/r^3 inside rc = {sigma_in:.2f} ppm "
      f"({100 * sigma_in / sigma_p:.2f} %)")
print(f"sigma_p from the five core orbitals = {sig_orb[:5].sum():.3f} ppm")
print(f"in-sphere p channel, top three orbitals = {sigma_pp:.2f} ppm")
print(f"sigma_d = {sigma_d:.2f} ppm, of which core = {sigma_d_core:.2f} ppm")
print(f"sigma_d + sigma_p = {sigma_d + sigma_p:.2f} ppm")
print(f"response shape left over: one wave {100 * rest1:.2f} %, "
      f"two waves {100 * rest2:.2f} %")
print(f"p-channel sigma_p with fitted response: one wave {fit1:.2f} ppm, "
      f"two waves {fit2:.2f} ppm")
print("finished without a failed check")
```

Running it gives:

```
Si atom, LDA: 3p energy = -0.15329 hartree
all-electron 3p <r^-3> = 2.4515 bohr^-3
all-electron 3p <dV/dr> = 4.9029 hartree/bohr
share of <r^-3> from r < 0.2 bohr = 69.20 %
share of <r^-3> from r < 0.5 bohr = 94.77 %
share of <r^-3> from r < 1.0 bohr = 95.74 %
share of <r^-3> from r < 2.0 bohr = 98.69 %
rc = 1.8 bohr: pseudo <r^-3> = 0.1678 bohr^-3, removed = 93.16 %
rc = 2.0 bohr: pseudo <r^-3> = 0.1689 bohr^-3, removed = 93.11 %
rc = 2.2 bohr: pseudo <r^-3> = 0.1717 bohr^-3, removed = 92.99 %
main sphere radius rc = 2.0 bohr
3p charge inside rc, both waves = 0.2820 electron
in-sphere <r^-3>: all-electron = 2.4195, pseudo = 0.1369 bohr^-3
pseudo 3p <dV_ps/dr> = 0.3379 hartree/bohr
energy slope of u'/u at rc = -1.4845 1/(bohr hartree)
second reference energy above 3p = 0.50 hartree
in-sphere <3p|r^-3|u_E> as % of the all-electron value:
E-e3p = 0.10 hartree: bare 5.70, one projector 100.45, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.00030 1/bohr
E-e3p = 0.25 hartree: bare 5.75, one projector 101.07, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.00238 1/bohr
E-e3p = 0.40 hartree: bare 5.81, one projector 101.68, two 100.01 %
  pseudo minus all-electron u'/u at rc = -0.00791 1/bohr
E-e3p = 0.60 hartree: bare 5.90, one projector 102.63, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.02676 1/bohr
error ratio on halving the energies: one projector 1.990, two 3.899
silane Si-H distance = 2.80 bohr, basis functions = 79
silane highest occupied level = -0.3119 hartree
silane lowest empty level = 0.0097 hartree
sigma_p, sum over states = -456.78 ppm
sigma_p, finite field = -456.78 ppm
sigma_p, full-space quadrature = -456.78 ppm
sigma_p from L/r^3 inside rc = -434.84 ppm (95.20 %)
sigma_p from the five core orbitals = 0.305 ppm
in-sphere p channel, top three orbitals = -425.46 ppm
sigma_d = 898.58 ppm, of which core = 832.00 ppm
sigma_d + sigma_p = 441.80 ppm
response shape left over: one wave 1.27 %, two waves 0.15 %
p-channel sigma_p with fitted response: one wave -421.59 ppm, two waves -426.85 ppm
finished without a failed check
```
